# Output Squeezing and Its Escape-Efficiency Limit in a Degenerate Parametric Resonator

## 1. A resonator with one port

Consider one resonator mode $a$ whose energy leaves at rate $\kappa$ through a single waveguide. A parametric drive damps one quadrature of the field, $P=-i(a-a^\dagger)$, at an extra amplitude rate $\varepsilon$:

$$\frac{dP}{dt}=-\left(\frac{\kappa}{2}+\varepsilon\right)P+\sqrt{\kappa}\,P_{\rm in},\qquad P_{\rm out}=\sqrt{\kappa}\,P-P_{\rm in}. \tag{1}$$

For slow fluctuations the time derivative is negligible, so $P=\sqrt\kappa\,P_{\rm in}/(\kappa/2+\varepsilon)$. With $\sigma=2\varepsilon/\kappa$,

$$P_{\rm out}=\left(\frac{2}{1+\sigma}-1\right)P_{\rm in}=y\,P_{\rm in},\qquad y=\frac{1-\sigma}{1+\sigma}. \tag{2}$$

The first term in the bracket is light leaking out of the resonator; the second is the reflected input. They interfere destructively, and as $\sigma\to1$ the output noise $y^2$ tends to zero.

Now let a fraction $1-\eta$ of the outgoing light be lost. A beam splitter of transmission $\eta$ passes $\eta y^2$ of the noise and adds $1-\eta$ of vacuum noise:

$$S_-=\eta y^2+1-\eta . \tag{3}$$

However strong the permitted drive, $S_-$ stays above $1-\eta$. In a real resonator the loss acts inside, during the squeezing, and it is not obvious that (3) survives. The full calculation shows that it does.

## 2. Model and equations of motion

The decay rate is $\kappa=\kappa_e+\kappa_i$, where $\kappa_e$ leads to the collecting waveguide and $\kappa_i$ contains all other loss. The escape efficiency is $\eta=\kappa_e/\kappa$. In the frame rotating at the signal frequency, on resonance, the Hamiltonian is

$$H=\frac{i\hbar\varepsilon}{2}\left(a^{\dagger2}-a^2\right),\qquad 0\le\varepsilon<\frac{\kappa}{2}. \tag{4}$$

The phase of $a$ has been chosen to make $\varepsilon$ real. The pumps are classical and undepleted, and both inputs, $a_{\rm in}$ from the waveguide and $b_{\rm in}$ from the loss channel, are in vacuum.

Since $[a^{\dagger2},a]=-2a^\dagger$, the Heisenberg equation gives $(i/\hbar)[H,a]=\varepsilon a^\dagger$. With damping and its noise,

$$\frac{da}{dt}=-\frac{\kappa}{2}a+\varepsilon a^\dagger+\sqrt{\kappa_e}\,a_{\rm in}+\sqrt{\kappa_i}\,b_{\rm in},\qquad a_{\rm out}=\sqrt{\kappa_e}\,a-a_{\rm in}. \tag{5}$$

Define $X=a+a^\dagger$ and $P=-i(a-a^\dagger)$, for the inputs and output as well. Vacuum then has noise 1 in each quadrature. Adding (5) to its adjoint, and subtracting the adjoint, gives

$$\frac{dX}{dt}=-\left(\frac{\kappa}{2}-\varepsilon\right)X+\sqrt{\kappa_e}X_{\rm in}+\sqrt{\kappa_i}X_b, \tag{6}$$

$$\frac{dP}{dt}=-\left(\frac{\kappa}{2}+\varepsilon\right)P+\sqrt{\kappa_e}P_{\rm in}+\sqrt{\kappa_i}P_b. \tag{7}$$

The sign of $\varepsilon$ differs because subtraction turns $\varepsilon a^\dagger-\varepsilon a$ into $-\varepsilon(a-a^\dagger)$. The decay of $X$ vanishes at $\varepsilon=\kappa/2$, that is, at $\sigma=1$. This is the oscillation threshold, beyond which the linear equations have no steady state.

## 3. The spectrum

Let components vary as $e^{-i\omega t}$, where $\omega$ is the sideband frequency measured from the signal. With $\Gamma=\kappa/2+\varepsilon$, equation (7) becomes

$$P(\omega)=\frac{\sqrt{\kappa_e}P_{\rm in}+\sqrt{\kappa_i}P_b}{\Gamma-i\omega}. \tag{8}$$

Inserting this in the output relation gives

$$P_{\rm out}=\frac{\kappa_e-\Gamma+i\omega}{\Gamma-i\omega}P_{\rm in}+\frac{\sqrt{\kappa_e\kappa_i}}{\Gamma-i\omega}P_b. \tag{9}$$

The inputs are uncorrelated and each has unit noise, so the output spectrum is the sum of the squared moduli:

$$S_-=\frac{(\kappa_e-\Gamma)^2+\omega^2+\kappa_e\kappa_i}{\Gamma^2+\omega^2}. \tag{10}$$

Expanding the numerator and using $\kappa_e+\kappa_i=\kappa$,

$$\Gamma^2+\omega^2+\kappa_e(\kappa_e+\kappa_i-2\Gamma)=\Gamma^2+\omega^2-2\kappa_e\varepsilon , \tag{11}$$

because $\kappa-2\Gamma=-2\varepsilon$. Now put $\Omega=2\omega/\kappa$. Then $\Gamma^2+\omega^2=(\kappa^2/4)[(1+\sigma)^2+\Omega^2]$ and $2\kappa_e\varepsilon=\eta\sigma\kappa^2$. The spectrum of $X_{\rm out}$ follows from $\varepsilon\to-\varepsilon$. Together,

$$\boxed{S_\mp(\omega)=1\mp\frac{4\eta\sigma}{(1\pm\sigma)^2+\Omega^2}} \tag{12}$$

where the upper signs give the squeezed quadrature $P$ and the lower signs the antisqueezed quadrature $X$.

For weak drive, $\sigma\ll1$, both quadratures depart from vacuum by the same amount, $4\eta\sigma/(1+\Omega^2)$. Far outside the linewidth, $\Omega\gg1$, the departure falls as $4\eta\sigma/\Omega^2$ and is again symmetric. Near threshold the two differ strongly: the squeezing has half-width $\Omega=1+\sigma$, while the antisqueezing narrows to $\Omega=1-\sigma$ and its peak diverges.

A numerical solution of the master equation at $\sigma=0.4$, $\eta=0.8$ and $\omega/\kappa=0.01$, $0.3$ and $1.1$ reproduced $S_-$ with a largest absolute error of $6\times10^{-14}$. This tests the steps from (5) to (12) without using the Langevin solution.

## 4. Why escape efficiency sets the limit

At $\Omega=0$, use $4\sigma=(1+\sigma)^2-(1-\sigma)^2$ in (12):

$$S_-(0)=1-\eta+\eta y^2,\qquad S_+(0)=1-\eta+\frac{\eta}{y^2}. \tag{13}$$

This is (3), although the loss now acts inside the resonator. Since a nonzero $\Omega$ only enlarges the denominator in (12), $S_-(\omega)\ge S_-(0)>1-\eta$ for every $\sigma<1$. The value $1-\eta$ is approached when $\sigma\to1$ and $\Omega\to0$, but is not reached.

The reason is seen by combining the two inputs into new ones:

$$c_{\rm in}=\sqrt\eta\,a_{\rm in}+\sqrt{1-\eta}\,b_{\rm in},\qquad d_{\rm in}=\sqrt{1-\eta}\,a_{\rm in}-\sqrt\eta\,b_{\rm in}. \tag{14}$$

This transformation is orthogonal, so $c_{\rm in}$ and $d_{\rm in}$ are again independent vacua. The drive terms in (5) add up to $\sqrt\kappa\,c_{\rm in}$: the resonator responds to the bright input $c_{\rm in}$ and not to the dark input $d_{\rm in}$. Inverting (14) gives $a_{\rm in}=\sqrt\eta\,c_{\rm in}+\sqrt{1-\eta}\,d_{\rm in}$. With $\sqrt{\kappa_e}=\sqrt{\eta\kappa}$, the output is

$$a_{\rm out}=\sqrt\eta\left(\sqrt\kappa\,a-c_{\rm in}\right)-\sqrt{1-\eta}\,d_{\rm in}=\sqrt\eta\,c_{\rm out}-\sqrt{1-\eta}\,d_{\rm in}. \tag{15}$$

Here $c_{\rm out}$ is the output of a lossless resonator with the same total $\kappa$. The collected light is therefore that ideal output, mixed with untouched vacuum:

$$S=\eta\,S_{\rm lossless}+1-\eta . \tag{16}$$

The form of $H$ was not used, except that it is quadratic, so that $c_{\rm out}$ is linear in $c_{\rm in}$ and its adjoint. Equation (16) thus also holds for a detuned resonator and for any measured quadrature. It holds for several coupled modes if all share the same $\eta$. A stable lossless system has finite antisqueezing, so the uncertainty relation forbids $S_{\rm lossless}=0$, and $S>1-\eta$ follows. In 559 randomly chosen stable systems with one or three modes, (16) held to $4\times10^{-16}$ of the largest lossless noise element.

The bound can fail if its premises do. Squeezed light entering through the loss channel, for instance, would make the noise of $d_{\rm in}$ differ from 1. With unequal escape efficiencies, no single $\eta$ describes a set of coupled modes.

Loss after the chip acts as a further beam splitter. If the remaining path and detector have efficiency $\eta_d$, then $S_{\rm det}=\eta_dS+1-\eta_d$, which is (12) with $\eta$ replaced by $\eta\eta_d$.

## 5. Mixedness and the field inside

Write $A=4\sigma/[(1-\sigma)^2+\Omega^2]$ and $B=4\sigma/[(1+\sigma)^2+\Omega^2]$. Their inverses differ by $1/B-1/A=1$, so $A-B=AB$, and

$$S_+S_-=(1+\eta A)(1-\eta B)=1+\eta(A-B)-\eta^2AB=1+\eta(1-\eta)AB. \tag{17}$$

The product has its minimum value 1 for $\eta=1$. For $0<\eta<1$ and $\sigma>0$ it exceeds 1: the collected light carries more antisqueezing than its squeezing requires.

Inside the resonator the variance of $P$ obeys $dV_P/dt=-2\Gamma V_P+\kappa$, because the two noise terms in (7) contribute $\kappa_e+\kappa_i$. The steady values, with $\varepsilon\to-\varepsilon$ for $X$, are

$$V_P=\frac{1}{1+\sigma},\qquad V_X=\frac{1}{1-\sigma}. \tag{18}$$

Below threshold $V_P$ stays above $1/2$, whatever $\eta$ is. The output can be quieter at low frequency because of the interference in (2), which the field inside does not share. From $X^2+P^2=4a^\dagger a+2$, the mean signal photon number is

$$\langle a^\dagger a\rangle=\frac{V_X+V_P-2}{4}=\frac{\sigma^2}{2(1-\sigma^2)}. \tag{19}$$

This diverges at threshold, where the assumption of undepleted pumps must fail.

## 6. Phase jitter moves the best drive below threshold

A homodyne detector set at angle $\theta$ from $P$ sees $S_-\cos^2\theta+S_+\sin^2\theta$. Let $\theta$ be Gaussian with zero mean and rms value $\theta_r$, slow compared with the measured sideband but averaged over the record. Then $m=\langle\sin^2\theta\rangle=(1-e^{-2\theta_r^2})/2$, and (13) gives

$$\bar S=1-\eta+\eta\left[(1-m)y^2+\frac{m}{y^2}\right]. \tag{20}$$

The product of the two terms in the bracket does not depend on $y$, so their sum is least when they are equal, at $y^4=m/(1-m)$. The bracket is then $2\sqrt{m(1-m)}=\sqrt{1-(1-2m)^2}$, and

$$\bar S_{\min}=1-\eta+\eta\sqrt{1-e^{-4\theta_r^2}}\simeq1-\eta+2\eta\theta_r\quad(\theta_r\ll1). \tag{21}$$

Driving harder than this optimum admits more antisqueezed noise than it removes from $S_-$. With imperfect detection, $\eta$ again becomes $\eta\eta_d$.

## 7. A Kerr ring with two pumps

In a ring with a Kerr nonlinearity, two pumps in modes placed symmetrically about the signal can supply the drive. Let each hold $n$ photons, so the pump field around the ring is $A_p=2\sqrt n\cos\phi$. The Kerr term is $i\,dA/dt=-g|A|^2A$, where $g$ is the frequency shift per photon. For a small added field $\delta$, its linear part is $-g(2|A_p|^2\delta+A_p^2\delta^*)$. Both $|A_p|^2$ and $A_p^2$ equal $2n(1+\cos2\phi)$. The uniform part acts on the signal:

$$\frac{da}{dt}=4ign\,a+2ign\,a^\dagger . \tag{22}$$

The second term is the drive, with $|\varepsilon|=2gn$; its factor $i$ is absorbed in the phase of $a$. The first lowers the signal resonance by $4gn$. It is assumed here to be compensated, by dispersion or tuning, and all other modes are assumed far from resonance. Section 8 shows that these two assumptions are not independent in a simple ring.

One photon carries a circulating power $\hbar\omega_0c/(n_gL)$, with $\omega_0$ the optical frequency, $n_g$ the group index and $L$ the ring length. Over a mode area $A_{\rm m}$ it changes the index by $n_2\hbar\omega_0c/(n_gLA_{\rm m})$. The relative frequency shift has magnitude (index change)$/n_g$, so

$$g=\frac{\hbar\omega_0^2n_2c}{n_g^2A_{\rm m}L}. \tag{23}$$

Let the pump modes have the same $\kappa$ and $\eta$ as the signal, and hold each pump on its shifted resonance. A waveguide power $P_{\rm w}$ per pump then gives a steady amplitude $\sqrt{\kappa_eP_{\rm w}/\hbar\omega_0}/(\kappa/2)$, hence $n=4\kappa_eP_{\rm w}/(\kappa^2\hbar\omega_0)$. Threshold, $2gn=\kappa/2$, requires $n=\kappa/4g$. With $\kappa_e=\eta\kappa$ and $\kappa=\kappa_i/(1-\eta)$,

$$P_{\rm th}=\frac{\hbar\omega_0\kappa^2}{16g\eta}=\frac{\hbar\omega_0\kappa_i^2}{16g\,\eta(1-\eta)^2}. \tag{24}$$

At fixed $\kappa_i$ and $g$ this is least at $\eta=1/3$. As $\eta\to1$ it grows as $(1-\eta)^{-2}$: halving the noise limit costs about four times the pump power.

## 8. A silicon nitride example

Take rough typical values for a silicon nitride microring: wavelength 1550 nm, $n_2=2.4\times10^{-19}$ m²/W, $n_g=2.1$, $A_{\rm m}=1.0$ µm², $L=700$ µm and intrinsic quality factor $5\times10^6$. Choose $\eta=0.90$ and 10 mW per pump. Then $\kappa_i/2\pi=38.7$ MHz, and division by $1-\eta=0.10$ gives $\kappa/2\pi=387$ MHz. Equation (23) gives $g=3.63$ rad/s, and (24) gives $P_{\rm th}=14.5$ mW.

Since $n$ is proportional to power, $\sigma=P_{\rm w}/P_{\rm th}=0.690$. Thus $y=0.310/1.690=0.183$, and

$$S_-(0)=0.10+0.90\times0.183^2=0.130, \tag{25}$$

or $-8.9$ dB, against a limit of $-10$ dB. The antisqueezing is 14.3 dB, and the field inside has $V_P=0.59$, or $-2.3$ dB. Half of the noise reduction is gone at a sideband of 327 MHz.

With the same $\kappa_i$ and $g$, other couplings give:

| $\eta$ | limit (dB) | $P_{\rm th}$ per pump (mW) |
|---|---|---|
| 0.50 | −3.0 | 1.04 |
| 0.80 | −7.0 | 4.07 |
| 0.90 | −10.0 | 14.5 |
| 0.95 | −13.0 | 54.9 |

Imperfect collection and detection raise the observed noise. For $\eta_d=0.80$, $\eta\eta_d=0.72$ and the noise rises to $-5.2$ dB, with a limit of $-5.5$ dB. A jitter of 20 mrad changes it to $-5.05$ dB. Equation (21) gives a best value of $0.28+0.72\times0.04=0.309$, or $-5.1$ dB, at $\sigma=0.75$.

Real rings also break the assumption of a resonant, isolated signal mode. The shift $4gn$ is $0.69\kappa$, or 267 MHz. If the signal frequency, midway between the pumps, stays at the unshifted resonance, this is its detuning. At the same pump photon number the on-chip squeezing then falls from $-8.9$ to $-3.9$ dB, even in the best quadrature. Pumps held on their own shifted resonances, as in Section 7, move down by $3gn$ and take the signal frequency with them. If the signal's cold resonance lies midway between those of the pumps, a detuning of only $gn=0.17\kappa$ remains, and the signal mode taken alone gives $-8.4$ dB. This figure needs the side modes described next to be far from resonance. If all cold resonances are evenly spaced, the side modes are also only $gn$ off resonance; including those two reduces the squeezing to $-0.6$ dB, and including further modes removes it.

The $\cos2\phi$ parts of $|A_p|^2$ and $A_p^2$ couple the signal to two side modes. If their resonances lie $5\kappa$ below the frequencies at which the pumps drive them, the squeezing is $-7.7$ dB. At $5\kappa$ above it is $-9.0$ dB, but the antisqueezing rises to 17.7 dB. For a large offset $\Delta$, a side mode follows the signal as $a_s\simeq gn(2a+a^\dagger)/\Delta$. It acts back through $i\,da/dt=-gn(2a_s+a_s^\dagger)$, whose $a^\dagger$ part is $-4(gn)^2a^\dagger/\Delta$. Two side modes therefore change the drive from $2gn$ to $2gn(1+4gn/\Delta)$: a positive offset brings the signal closer to threshold, and a negative one takes it further away. This is the leading order in $1/\Delta$. At $\Delta=5\kappa$ it gives 18.0 dB of antisqueezing, close to 17.7 dB, but at $\Delta=\pm5\kappa$ it overstates the squeezing by 0.3 to 0.5 dB. The offset is not a free choice if the dispersion is quadratic. Let the cold resonance of mode $\mu$ (pumps at $\pm1$, side modes at $\pm2$) lie $D\mu^2/2$ above even spacing, and let each shifted pump resonance lie $\delta_p$ above its pump frequency. The signal detuning is then $\delta_p-D/2-gn$, and $\Delta=\delta_p+3D/2-gn$. A resonant signal with resonant pumps forces $\Delta=-4gn=-0.69\kappa$, where the squeezing is only $-1.5$ dB. A resonant signal with $\Delta=-5\kappa$ or $+5\kappa$ needs $\delta_p=\Delta/4+gn=-1.08\kappa$ or $1.42\kappa$, which raises the pump power by $1+4\delta_p^2/\kappa^2=5.6$ or $9.1$. The 10 mW example therefore presumes side modes displaced by other means, such as a coupled second ring or a mode crossing. In all three computed cases, $\Delta=-5\kappa$, $5\kappa$ and $20\kappa$, the noise stays above $1-\eta$, as (16) requires for equal escape efficiencies.

Several other effects are small for these numbers. The signal holds 0.46 photons against $1.2\times10^8$ in each pump, so depletion is negligible. Thermal photons number $4\times10^{-14}$ at 300 K, and thermorefractive frequency noise is about $2\times10^{-4}$ linewidths. Two photons carry 1.60 eV, well below the nitride's gap of roughly 5 eV. In silicon, with a gap near 1.1 eV, two-photon absorption is allowed and would add loss that lowers $\eta$ as the pumps are raised. Heating by absorbed pump light can shift the resonances by a linewidth or more, and the pump frequencies must then follow. This heating, Raman noise, technical pump noise and further ring modes are left out, so $-5.1$ dB is a result of this model and not a prediction for a particular device. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Test: master equation error 6.2e-14
Test: round-trip error 2.2e-03, half step 1.1e-03
Test: mixing law, 559 systems, error 4.3e-16
Test: smallest margin above 1-eta 1.93e-03
Input: wavelength 1550 nm, n2 2.4e-19 m2/W
Input: group index 2.10, mode area 1.0 um2
Input: ring length 700 um, Q_i 5.0e+06
Input: eta 0.90, detection efficiency 0.80
Input: power per pump 10.0 mW
Input: phase jitter 20 mrad, T 300 K
Input: dn/dT 2.5e-05 1/K, heat cap. 2.2e+06 J/m3/K
kappa_i/2pi 38.68 MHz
kappa/2pi 386.8 MHz, loaded Q 5.00e+05
Kerr shift per photon g 3.630 rad/s, g/2pi 0.578 Hz
Photons per pump 1.156e+08, both pumps circulate 6.04 W
Threshold power per pump 14.48 mW, sigma 0.6904
Output squeezed noise 0.1302 = -8.85 dB
Output antisqueezed noise 26.94 = 14.30 dB
Escape limit 1-eta 0.100 = -10.00 dB
Intracavity Var P 0.5916 = -2.28 dB
Noise product at zero frequency 3.507
Half-depth sideband 327.0 MHz
At 100 MHz: -6.89 dB, 8.95 dB
At 300 MHz: -2.78 dB, 3.00 dB
At 1000 MHz: -0.38 dB, 0.38 dB
Detected: 0.3041 = -5.17 dB, anti 13.37 dB
Detected limit 0.280 = -5.53 dB
eta 0.333: limit -1.76 dB, threshold 0.88 mW per pump
eta 0.500: limit -3.01 dB, threshold 1.04 mW per pump
eta 0.800: limit -6.99 dB, threshold 4.07 mW per pump
eta 0.900: limit -10.00 dB, threshold 14.48 mW per pump
eta 0.950: limit -13.01 dB, threshold 54.88 mW per pump
eta 0.980: limit -16.99 dB, threshold 332.53 mW per pump
Jitter, detected at this sigma: -5.05 dB
Jitter, best sigma 0.7522: -5.10 dB
Cross-phase shift 0.690 kappa = 267.1 MHz
Shift uncompensated: -3.93 dB
Detuning 0.1 kappa: -8.71 dB
Side modes offset -5 kappa: -7.69 dB, 11.46 dB
Side modes offset +5 kappa: -9.02 dB, 17.72 dB
Side modes offset +20 kappa: -9.00 dB, 15.11 dB
Side modes at zero offset: growth -0.155 kappa
Thermal photons 3.7e-14
Thermorefractive rms 65.4 kHz, 1.7e-04 linewidths
Signal photons 0.456, ratio to one pump 3.9e-09
Two-photon energy 1.60 eV, rough gap 5 eV
```
